Heat conductivity of a classical Debye solid with umklapp and boundary scattering

**Problem**

An electrically insulating solid carries heat by lattice vibrations. Its three acoustic branches share the isotropic linear dispersion ω = vk, cut off at the Debye frequency ω_D. The temperature is high enough for every mode to be given the classical heat capacity k_B. A phonon of angular frequency ω loses its momentum to umklapp collisions at the rate Aω² and to the boundaries of the sample at the rate v/L. The two rates add:

1/τ(ω) = Aω² + v/L.

Here A is a time, fixed at the given temperature, and L is an effective length that includes the shape of the sample and the reflection at its surfaces.

(a) Find the thermal conductivity κ as a function of L in closed form.

(b) Evaluate it for v = 5000 m/s, ω_D = 5.0×10¹³ rad/s, A = 1.0×10⁻¹⁶ s and L = 1 µm. These are round model parameters and stand for no particular material.

(c) How long must L be for κ to reach 50 % and 90 % of its bulk value?

(d) At T = 600 K, how large is the error made by the classical heat capacity?

**First estimate by scaling**

A group of modes with heat capacity C_i per volume, speed v and mean free path Λ_i contributes C_i v Λ_i/3 to the conductivity. The factor 1/3 is the average of the squared direction cosine along the temperature gradient. Two ingredients are needed: the heat capacity in each frequency interval and the mean free path.

The allowed wavevectors fill a sphere of radius k_D = ω_D/v with density 1/(2π)³ per volume. With three branches and k_B per mode, the total heat capacity per volume is

C = 3k_B · (4π/3)k_D³/(2π)³ = k_B ω_D³/(2π²v³).

The number of modes between ω and ω + dω grows as ω², so the share of C in that interval is

dC = 3C ω² dω/ω_D³,

which integrates to C between 0 and ω_D.

Umklapp collisions alone give the path v/(Aω²), which is shortest at the cutoff, where it equals

Λ_D = v/(Aω_D²).

The boundaries alone give the path L. The two are equal at the crossover frequency

ω_0 = √(v/(AL)).

Below ω_0 the boundaries are the stronger mechanism, and above it umklapp is. The ratio

x = ω_D/ω_0 = √(L/Λ_D)

tells whether the crossover lies inside the spectrum (x > 1) or above it (x < 1).

As a first estimate, let each mode feel the stronger mechanism alone, so that its path is the smaller of L and v/(Aω²). If x ≤ 1, every mode has the path L, and

κ_est = CvL/3.

If x ≥ 1, the integral of v·(path)/3 over dC splits at ω_0:

κ_est = (Cv/ω_D³) [ ∫₀^{ω_0} L ω² dω + ∫_{ω_0}^{ω_D} (v/A) dω ].

In the second integral the factor ω² from the mode count has cancelled the 1/ω² of the umklapp path. The first integral is Lω_0³/3, and since L = v/(Aω_0²), it equals vω_0/(3A). The second is (v/A)(ω_D − ω_0). Their sum is (v/A)(ω_D − 2ω_0/3), so

κ_est = CvΛ_D [1 − 2/(3x)].

The two branches meet at x = 1, where both give CvΛ_D/3. The estimate predicts a conductivity proportional to L in short samples, a bulk value CvΛ_D, and an approach to it with a deficit proportional to 1/x, that is, to L^(−1/2).

The quality of the estimate can be bounded in advance. The true rate is the sum of two positive rates. It is at least the larger of them and at most twice the larger. Each mode therefore has a true path between one half of the assumed path and the whole of it, and κ lies between κ_est/2 and κ_est.

For L = 1 µm the numbers are Λ_D = 20 nm and x = √(1000/20) = 7.071. The bulk value CvΛ_D is 6.994×10⁵ · 5000 · 2.0×10⁻⁸ = 69.9 W/(m K). The estimate is then 69.9 · (1 − 0.094) = 63.3 W/(m K).

**Solution within the model**

*From the Boltzmann equation to an integral.* Let the temperature vary slowly along z. In the steady state, the drift of phonons through the gradient is balanced by relaxation towards the local equilibrium occupation n:

v_z (∂n/∂T)(dT/dz) = −δn/τ.

On the left, the occupation has been replaced by its equilibrium value, which keeps the first order in the gradient. Solving for the deviation gives

δn = −τ v_z (∂n/∂T)(dT/dz).

In the classical limit the equilibrium energy of a mode, apart from a constant, is k_B T, so ħω ∂n/∂T = k_B. The energy deviation of the mode is

ħω δn = −k_B τ v_z dT/dz.

It is odd in v_z. The collision term therefore neither creates nor removes energy when summed over directions, as energy conservation demands. The heat current density is the sum of energy deviation times velocity over all modes:

J_z = 3 ∫ d³k/(2π)³ ħω δn v_z = −(dT/dz) · 3 ∫ d³k/(2π)³ k_B v_z² τ.

Comparison with J_z = −κ dT/dz gives a positive conductivity:

κ = (3/(2π)³) ∫ d³k k_B v_z² τ.

*Angular part.* With v_z = v cos θ, the integral of cos²θ over all directions is 4π/3. Hence

κ = (3/(8π³)) · (4π/3) · k_B v² ∫₀^{k_D} k² τ dk = (k_B v²/(2π²)) ∫₀^{k_D} k² τ dk.

Since k = ω/v, we have k² dk = ω² dω/v³, and

κ = (k_B/(2π²v)) ∫₀^{ω_D} ω² τ(ω) dω.

*Frequency integral.* The definition of ω_0 means v/L = Aω_0². The total rate is therefore A(ω² + ω_0²), and

κ = (k_B/(2π²vA)) ∫₀^{ω_D} ω²/(ω² + ω_0²) dω.

Add and subtract ω_0² in the numerator:

ω²/(ω² + ω_0²) = 1 − ω_0²/(ω² + ω_0²).

The first term integrates to ω_D. In the second, put ω = ω_0 tan φ. Then dω = ω_0 dφ/cos²φ and ω² + ω_0² = ω_0²/cos²φ, so the integrand becomes ω_0 dφ. The upper limit is φ = arctan(ω_D/ω_0). The answer to (a) is

κ = (k_B/(2π²vA)) [ω_D − ω_0 arctan(ω_D/ω_0)], with ω_0 = √(v/(AL)).

The product vA is a length, so the right side has the unit (J/K)/(m s) = W/(m K), as it should.

*Dimensionless form.* For L → ∞ the crossover frequency goes to zero, the arctangent stays below π/2, and the second term vanishes. The bulk value is

κ_bulk = k_B ω_D/(2π²vA) = CvΛ_D,

where the last form follows by inserting C and Λ_D. The bulk conductivity is finite although the umklapp path diverges at low frequency, because the number of modes vanishes there as ω². Dividing by κ_bulk leaves one variable:

κ/κ_bulk = 1 − arctan(x)/x, x = √(L/Λ_D).

*Numbers for L = 1 µm.* The bulk value is

κ_bulk = (1.3806×10⁻²³ · 5.0×10¹³)/(2π² · 5000 · 1.0×10⁻¹⁶) = 69.94 W/(m K).

The crossover lies at ω_0 = 7.071×10¹² rad/s. With arctan(7.071) = 1.4303,

κ = 69.94 · (1 − 1.4303/7.0711) = 69.94 · 0.7977 = 55.8 W/(m K).

This answers (b). The boundary rate, 5.0×10⁹ s⁻¹, is fifty times smaller than the umklapp rate at the cutoff, 2.5×10¹¹ s⁻¹, and yet the boundaries remove a fifth of the bulk conductivity. A comparison of rates at the cutoff says little about the low frequencies, where the umklapp rate is small.

The closed form was tested against quadrature of the k-space definition for lengths from 10 nm to 100 µm. It was also tested at 1 µm against an explicit sum over the 928160 nonzero wavevectors that a periodic cube of side 38 nm admits inside the Debye sphere. The cube only sets the spacing of the wavevectors; the boundary rate is still v/L with L = 1 µm. The sum gives 55.81 W/(m K), which differs from the closed form by about 0.02 %. The values are in the numerical output.

**Short and long samples**

*Short samples.* For small x, arctan x = x − x³/3 + x⁵/5 − …, so

κ/κ_bulk = x²/3 − x⁴/5 + … = (x²/3)(1 − 3x²/5 + …).

With κ_bulk = CvΛ_D and x² = L/Λ_D this becomes

κ = (CvL/3) [1 − 3L/(5Λ_D) + …].

The leading term is the kinetic formula with L as the path of every mode. It does not contain A. The first correction is already large when L is a moderate fraction of Λ_D. At L = 10 nm, where L/Λ_D = 0.5, the leading term gives 11.7 W/(m K), against the full value of 9.1 W/(m K). At L/Λ_D = 0.001 the ratio of the full result to the leading term is 0.9994, as the correction predicts.

*Long samples.* For positive x, arctan x = π/2 − arctan(1/x), and arctan(1/x) = 1/x − … for large x. Therefore

1 − κ/κ_bulk = π/(2x) − 1/x² + … = (π/2)√(Λ_D/L) − Λ_D/L + ….

A sample a hundred times longer has a leading deficit ten times smaller. At L = 10 µm, which is 500 Λ_D, the two terms give 0.0702 − 0.0020 = 0.068, so 6.8 % of the bulk value is still missing.

*Where the missing conductivity lies.* Subtracting κ from κ_bulk leaves

κ_bulk − κ = (k_B/(2π²vA)) ∫₀^{ω_D} ω_0²/(ω² + ω_0²) dω.

The integrand is the spectrum of the loss. For x ≥ 1, the part from frequencies below ω_0 is arctan 1 = π/4 out of the total arctan x, a share of (π/4)/arctan x. At L = 1 µm this is 55 %, although the modes below ω_0 hold only the fraction 1/x³ = 0.3 % of the heat capacity.

As L grows, the share tends to one half. The other half lies in a tail that falls slowly, as 1/ω²: for large x, the fraction 1 − (2/π) arctan 2, or 30 % of the loss, comes from above 2ω_0. The loss spectrum depends on ω/ω_0 alone, so its width is proportional to ω_0 and shrinks as L^(−1/2). Its height at low frequency stays fixed, because there the whole bulk contribution is lost. The area, which is the deficit, therefore shrinks as L^(−1/2) too. This is the origin of the slow approach.

*Lengths for a given fraction.* The function arctan(x)/x can be written as the integral of 1/(1 + x²t²) over t from 0 to 1. The integrand falls as x grows, so the function decreases steadily from 1 to 0, and each fraction of the bulk value belongs to one length.

For one half, the condition is x = 2 arctan x, with the positive root x = 2.331. The length is x²Λ_D = 5.434 · 20 nm = 109 nm.

For 90 %, the condition is x = 10 arctan x. Starting from x = 15.7 and inserting repeatedly gives 15.07, then 15.05, and finally 15.04. The length is 226.3 · 20 nm = 4.53 µm. This answers (c). Raising κ from 50 % to 90 % of the bulk value takes a sample about 42 times longer.

**Comparison with the scaling estimate**

The table sets the closed form beside the first estimate and beside a second one, the gray estimate, which is derived below. All entries are fractions of κ_bulk.

L | closed form | first estimate | gray
10 nm | 0.130 | 0.167 | 0.143
100 nm | 0.486 | 0.702 | 0.625
1 µm | 0.798 | 0.906 | 0.943
10 µm | 0.932 | 0.970 | 0.994
100 µm | 0.978 | 0.991 | 0.999

The first estimate has the right short-sample limit, the right bulk value and the right power of L in the deficit. It lies above the closed form, by no more than a factor of two, as was argued before the solution. At x = 1 the two differ by the factor (1/3)/(1 − π/4) = 1.55.

What it gets wrong in long samples is the coefficient of 1/x in the deficit: 2/3 instead of π/2, too small by a factor of 2.4. The source can be traced. In units of ω_0, the loss below the crossover is π/4 = 0.785 in the solution, while the estimate gives the integral of 1 − s² over s from 0 to 1, which is 0.667. Above the crossover the solution loses another π/4 for large x, while the estimate loses nothing. The greater part of the error thus comes from modes above ω_0, where umklapp is the stronger mechanism but the boundaries still shorten the path.

*One mean free path for all modes.* Another simplification gives every mode the same umklapp path, equal to the average over modes:

⟨Λ⟩ = (3/ω_D³) ∫₀^{ω_D} ω² · v/(Aω²) dω = 3v/(Aω_D²) = 3Λ_D.

Here this is 60 nm. Adding the inverse paths gives the combined path f(⟨Λ⟩), where f(Λ) = ΛL/(Λ + L), and the gray conductivity

κ_gray = (Cv/3) · 3Λ_D L/(3Λ_D + L) = κ_bulk/(1 + 3Λ_D/L).

Its short-sample limit is CvL/3 and its bulk value is CvΛ_D, both correct. In between it is too high for every L. To see this, write f(Λ) = L − L²/(L + Λ). Its second derivative, −2L²/(L + Λ)³, is negative, so the curve f lies below its tangent at ⟨Λ⟩:

f(Λ) ≤ f(⟨Λ⟩) + f′(⟨Λ⟩)(Λ − ⟨Λ⟩).

Averaging over the modes removes the last term and leaves ⟨f(Λ)⟩ ≤ f(⟨Λ⟩). The left side multiplied by Cv/3 is the conductivity of the model, and the right side gives κ_gray. Equality would require all paths to be the same, which is not the case here.

The gray deficit in long samples is 3Λ_D/L, inversely proportional to L. The true deficit cannot have this form. The path that a mode loses to the boundaries is

Λ − f(Λ) = Λ²/(Λ + L).

Replacing the denominator by L would give a deficit proportional to ⟨Λ²⟩/L. But Λ² varies as 1/ω⁴ and the mode count as ω², so the average contains the integral of 1/ω², which diverges at low frequency. The replacement fails for the modes with Λ > L, and the power changes from L⁻¹ to L^(−1/2).

The practical difference is large. The gray estimate reaches 50 % of the bulk value at 60 nm and 90 % at 540 nm. The model itself requires 109 nm and 4.53 µm, the latter longer by a factor of about eight. A single path that reproduces both the short-sample limit CvL/3 and the bulk conductivity is therefore a poor guide to the size at which a sample becomes bulk-like.

**Error of the classical heat capacity**

With Bose statistics, k_B is replaced by the mode heat capacity

c(ω) = k_B (y/sinh y)², y = ħω/(2k_B T).

Its distance from k_B can be bounded. From sinh²y = (cosh 2y − 1)/2 and the series of the hyperbolic cosine,

(sinh y/y)² = 1 + c₁y² + c₂y⁴ + …, c_n = 2^(2n+1)/(2n + 2)!.

All coefficients are positive, so c(ω) ≤ k_B. Successive coefficients, with c₀ = 1, have the ratio

c_n/c_(n−1) = 4/[(2n + 2)(2n + 1)] ≤ 1/3 for n ≥ 1.

Multiply the series by 1 − y²/3. The coefficient of y^(2n) becomes c_n − c_(n−1)/3, which is zero or negative for n ≥ 1. The product is therefore at most 1, and division by the positive series gives

1 − y²/3 ≤ (y/sinh y)² ≤ 1.

Since y²/3 = (ħω/k_B T)²/12 is largest at the cutoff, each mode loses at most the fraction (ħω_D/k_B T)²/12 of its classical heat capacity. The conductivity is a sum over modes with positive weights, so the same bound holds for κ, provided the scattering rates are kept fixed.

At 600 K, ħω_D/(k_B T) = 0.637, and the bound is 3.4 %. The computed reduction at L = 1 µm is 1.3 % of the classical value. It is smaller because the bound charges every mode with the largest loss, that at the cutoff, while modes of lower frequency lose less. The conductivity becomes 55.1 W/(m K) instead of 55.8 W/(m K). This answers (d).

The bound grows as 1/T². It is 1/12, or 8 %, at k_B T = ħω_D, and 33 % at half that temperature. The classical formula thus remains usable down to k_B T near ħω_D if an error of several per cent is acceptable, and loses this guarantee well below.

**Conditions on the result**

The closed form is exact for the stated model, and the model has limits of its own.

The constant rate v/L replaces the solution of a Boltzmann equation in which the occupation depends on the distance from the surfaces. For a film or a wire, L is a parameter to be found from such a solution or from a fit. It need not equal the thickness, nor be a fixed multiple of it. For heat flow along a film of thickness d with diffusely scattering surfaces and the parameters above, the fitted L/d stays between 2.3 and 2.5 for d from 10 nm to 100 µm but grows in thinner films, to about 3.4 at 1 nm, because the Boltzmann solution gains a logarithmic factor there. The short-sample law κ ∝ L therefore does not mean that κ is proportional to the thickness of a thin film.

All scattering has been treated as resistive. Normal processes, which conserve the total crystal momentum of the colliding phonons, do not relax a heat current in this simple way. Where they dominate, a relaxation-time formula with added rates is not justified.

The umklapp rate has been taken as Aω² down to zero frequency. The L^(−1/2) law depends on this, and so does the finite bulk value. For a rate proportional to ω^p at low frequency, the deficit falls as L^(−(3−p)/p) when 3/2 < p < 3 and as 1/L when p < 3/2, where ⟨Λ²⟩ is finite. For p ≥ 3 there is no finite bulk value and κ keeps growing with L.

The particle picture requires wavelengths shorter than the smallest dimension of the sample, which can be well below L when the surfaces reflect specularly. If that dimension equals L, the condition is ω > 2πv/L, and the modes that violate it matter little here. Since ω²/(ω² + ω_0²) ≤ ω²/ω_0², the modes below a frequency ω_c contribute at most the fraction ω_c³/(3ω_0²ω_D) of κ_bulk. With ω_c = 2πv/L = 3.1×10¹⁰ rad/s at L = 1 µm, this is about 4×10⁻⁹. At L = 10 nm it is about 4×10⁻⁵, still small beside the conductivity of 0.13 κ_bulk.

Finally, real branches flatten towards the zone boundary and have different speeds. The numbers above describe the Debye model and should not be read as predictions for a particular crystal.

Computed results

```
Sound speed v = 5000 m/s
Debye frequency wD = 5.00e+13 rad/s
Umklapp coefficient A = 1.00e-16 s
Temperature T = 600 K
Heat capacity C = 6.9944e+05 J/(m^3 K)
Umklapp path at cutoff = 20.000 nm
Mode-averaged umklapp path = 60.000 nm
Bulk conductivity = 69.944 W/(m K)
Main case L = 1.0 micrometre
Boundary rate v/L = 5.000e+09 1/s
Umklapp rate at cutoff = 2.500e+11 1/s
Crossover frequency w0 = 7.0711e+12 rad/s
x = wD/w0 = 7.0711
arctan(x) = 1.4303 rad
kappa, closed form = 55.796 W/(m K)
kappa, quadrature = 55.796 W/(m K)
kappa, wavevector sum = 55.809 W/(m K)
Wavevectors in the sum = 928160
Missing part from below w0 = 54.91 %
L (nm) | kappa (W/(m K)) | kappa/bulk | gray/bulk
10 | 9.063 | 0.1296 | 0.1429
100 | 33.964 | 0.4856 | 0.6250
1000 | 55.796 | 0.7977 | 0.9434
10000 | 65.171 | 0.9318 | 0.9940
100000 | 68.405 | 0.9780 | 0.9994
C v L/3 at L = 10 nm: 11.657 W/(m K)
Short-L ratio kappa/(C v L/3) at L/path_D=0.001: 0.999400
Long-L coefficient at L/path_D=1e8: 1.57070
L for 50 % of bulk = 108.7 nm (x = 2.3311); gray: 60.0 nm
L for 90 % of bulk = 4526.6 nm (x = 15.0442); gray: 540.0 nm
hbar wD/(kB T) = 0.6365
kappa with quantum heat capacity = 55.056 W/(m K)
Quantum reduction = 1.327 %
Upper bound on the reduction = 3.376 %
```
